Current conservation in the self-consistent Born approximation for electron-phonon scattering

In a five-site model channel biased by 0.2 V, 8.141 μA of electron current enters from the left lead, but 6.756 μA leaves through the right. The missing 1.385 μA has no third terminal to flow into. One factor in the phonon scattering is responsible: in the self-energy that scatters electrons into a state, the emission weight N+1 was replaced by N. With the factor restored, 7.351 μA enters and 7.351 μA leaves.

**1. Setting and assumptions**

A device with finite Hermitian one-electron matrix H, in a site basis, is joined to leads L and R. Electrons couple to phonon modes q through

V = Σ_q Σ_ij (M_q)_ij c_i† c_j x_q,  x_q = a_q + a_q†,  M_q = M_q†.

All modes are given one energy Ω = ħω and one occupation N; the proof treats each mode separately, so mode-dependent values change nothing. I write E± = E ± Ω. The Green functions are

G^<_ij(t,t′) = (i/ħ)⟨c_j†(t′) c_i(t)⟩,
G^>_ij(t,t′) = −(i/ħ)⟨c_i(t) c_j†(t′)⟩,
G(E) = ∫dτ e^{iEτ/ħ} G(τ),  τ = t − t′.

The assumptions are these.

(a) The state is steady and spin-degenerate, and the leads are non-interacting. With Γ_α = i(Σ_α^R − Σ_α^A), lead α has Σ_α^< = i f_α Γ_α and Σ_α^> = −i(1−f_α)Γ_α, where f_α is its Fermi function.

(b) With Σ the sum of lead and phonon self-energies, G^R = (E − H − Σ^R)^{-1}, G^A = (G^R)† and G^≷ = G^R Σ^≷ G^A. The last relation excludes undamped bound states that remember their initial filling.

(c) Each self-energy obeys Σ^> − Σ^< = Σ^R − Σ^A.

(d) The phonons are harmonic with prescribed N, and the energy integrals below converge term by term.

From (b) and (c),

G^> − G^< = G^R(Σ^R − Σ^A)G^A = G^R[(G^A)^{-1} − (G^R)^{-1}]G^A = G^R − G^A.  (1)

The example has hopping 0.25 eV in the leads and on the outer device links, and 0.08 eV on the two inner links. The middle site lies at −0.15 eV, the others at zero. The chemical potentials are −0.10 and −0.30 eV. Each site has its own 60 meV phonon with coupling 0.030 eV. At 300 K, N = 0.1089. These are round model parameters.

**2. Lemma 1: the phonon self-energies**

The coupling adds a source η = Σ_q M_q x_q c to the equation of motion iħ dc/dt = Hc + η + (lead terms). The Born approximation takes the correlators of this source as the self-energies and factorizes them into a phonon and an electron average:

Σ^>(t,t′) = −(i/ħ)⟨η(t)η†(t′)⟩ → Σ_q M_q G^>(t,t′) M_q ⟨x_q(t)x_q(t′)⟩,
Σ^<(t,t′) = (i/ħ)⟨η†(t′)η(t)⟩ → Σ_q M_q G^<(t,t′) M_q ⟨x_q(t′)x_q(t)⟩.

It is self-consistent when G is the full Green function that these self-energies generate. This factorization defines the approximation; it keeps one-phonon exchange without crossed phonon lines. The static mean displacement of the lattice (Hartree term) is Hermitian and is absorbed in H.

With x(τ) = a e^{−iωτ} + a†e^{iωτ}, ⟨aa†⟩ = N+1 and ⟨a†a⟩ = N,

⟨x(t)x(t′)⟩ = (N+1)e^{−iωτ} + N e^{iωτ}.

Exchanging t and t′ reverses τ:

⟨x(t′)x(t)⟩ = (N+1)e^{iωτ} + N e^{−iωτ}.

In the transform, a factor e^{−iωτ} replaces E by E−, and e^{iωτ} replaces it by E+. Hence

Σ^<(E) = Σ_q M_q [N G^<(E−) + (N+1) G^<(E+)] M_q,  (2)
Σ^>(E) = Σ_q M_q [N G^>(E+) + (N+1) G^>(E−)] M_q.  (3)

Equation (2) describes arrival at E, by absorption from below or emission from above. Equation (3) describes departure from E, by absorption upward or emission downward. Both sets of weights come from one phonon correlator, read in opposite time directions.

The retarded part is Σ^R(τ) = θ(τ)[Σ^>(τ) − Σ^<(τ)], which satisfies (c) and also has a Hermitian part. That part is kept in the example.

**3. Lemma 2: terminal currents and their sum**

*The current from lead α into the device is*

I_α = (2e/h) ∫dE Tr[Σ_α^< G^> − Σ_α^> G^<],  (4)

*and, with I_ph the same expression for the phonon self-energies,*

I_L + I_R + I_ph = 0.  (5)

Here I is electron flow times e, counted positive into the device.

*Proof.* Multiply G^< = G^R Σ^< G^A by (G^R)^{-1} from the left, and separately by (G^A)^{-1} from the right:

(E − H − Σ^R)G^< = Σ^< G^A,  G^<(E − H − Σ^A) = G^R Σ^<.

Subtracting the second from the first and moving everything to one side gives

[H,G^<] + C = 0,  C = Σ^R G^< + Σ^< G^A − G^R Σ^< − G^< Σ^A.  (6)

In the time domain the same two equations give iħ dG^<(t,t)/dt = ∫dE/(2πħ) ([H,G^<] + C). Since n_i = −iħ G^<_ii(t,t), the occupation per spin changes at the rate

dn_i/dt = −(1/h) ∫dE ([H,G^<] + C)_ii.  (7)

C is linear in the self-energies written in it, so each reservoir has its own part C_α. By the cyclic property of the trace, then (c) and (1),

Tr C_α = Tr[(Σ_α^R − Σ_α^A)G^<] − Tr[Σ_α^<(G^R − G^A)]
= Tr[(Σ_α^> − Σ_α^<)G^<] − Tr[Σ_α^<(G^> − G^<)]
= Tr[Σ_α^> G^< − Σ_α^< G^>].

The terms Σ_α^< G^< have cancelled. Inserting this in (7) and multiplying by 2e, for charge and spin, gives (4). The trace of a commutator of finite matrices vanishes, so (6) gives Tr C = 0 at each energy. Summing over leads and phonons and integrating yields (5). ∎

Equation (5) does not use the Born forms. It says that an unbalanced phonon term must reappear as unequal terminal currents. As a check of the prefactor, a uniform chain without phonons transmits perfectly inside its band. Then 2e²/h = 77.48 μA/V times 0.2 V gives 15.50 μA, in agreement with the computed 15.495 μA.

**4. Theorem**

*Let (2) and (3) contain the same M_q, the same N and the Green functions that they themselves generate. Then I_ph = 0 and I_L = −I_R.*

*Proof.* Define

R_up = Σ_q ∫dE Tr[M_q G^<(E) M_q G^>(E+)],
R_down = Σ_q ∫dE Tr[M_q G^<(E+) M_q G^>(E)].

Inserting (2) and (3) in the phonon version of (4) gives four terms under Σ_q∫dE:

T1 = N Tr[M_q G^<(E−) M_q G^>(E)],
T2 = (N+1) Tr[M_q G^<(E+) M_q G^>(E)],
T3 = −N Tr[M_q G^>(E+) M_q G^<(E)],
T4 = −(N+1) Tr[M_q G^>(E−) M_q G^<(E)].

In T1, substitute E → E+, which is allowed because the integral runs over the whole axis and converges; the result is N R_up. In T3, cyclic rotation gives −N R_up. T2 is (N+1)R_down as it stands. In T4, the same substitution followed by rotation gives −(N+1)R_down. The sum is zero, and (5) completes the proof. ∎

Each scattering event appears twice, as a departure from one energy and as an arrival at another. Matching makes the two entries equal.

*The rates are non-negative.* Write G^< = i n and G^> = −i p. The lead parts of −iΣ^< and iΣ^> are positive semidefinite. If n is positive semidefinite, so is M_q n M_q, and likewise for p. An iteration started without phonons therefore preserves positivity, and so does its limit. Since i·(−i) = 1, the integrands are Tr[M_q n M_q p] = Tr[YY†] ≥ 0, with Y = p^{1/2} M_q n^{1/2}.

*Discrete energies.* If Ω is a whole number of grid steps and functions are set to zero outside the window, the substitution becomes a relabelling of a finite sum and the cancellation survives. Steps of 0.002 and 0.004 eV both pass the conservation test, which allows an imbalance of 10⁻⁷ of I_L. Conservation is therefore no evidence that a grid is fine enough. Here the two currents do agree, at 7.35 μA.

**5. Energy is exchanged while charge is conserved**

The substitution E → E+ mixes energies, so the theorem holds for the integral and not for each E. Let i_α(E) be the trace in (4). Weight the four terms by E. After the substitution T1 carries E+ while T3 carries E, leaving ΩN R_up. T2 carries E while T4 carries E+, leaving −Ω(N+1)R_down. Since i_L + i_R is minus the phonon trace at each energy, the power given to the phonons is

P = (2/h) ∫dE E[i_L(E) + i_R(E)] = (2/h) Ω[(N+1)R_down − N R_up].  (8)

In current units, with the factor 2e/h included, R_down = 1.2955 μA and R_up = 3.1120 μA. With N = 0.10887, emission runs at 1.10887 × 1.2955 = 1.4365 μA and absorption at 0.10887 × 3.1120 = 0.3388 μA. Hence

P = 0.060 V × (1.4365 − 0.3388) μA = 0.0659 μW.

The terminal spectra give the same value. The bias supplies 0.2 V × 7.351 μA = 1.47 μW, so about 4.5 per cent of it goes to the device phonons; the rest leaves with the electrons. The integral of |i_L(E) + i_R(E)| is 1.166 μA, although the signed integral vanishes.

*Equilibrium is a stronger statement.* For equal lead potentials and thermal N, try n = fA and p = (1−f)A, with A = i(G^R − G^A). Use f/(1−f) = e^{−(E−μ)/kT} and (N+1)/N = e^{Ω/kT}. The E+ terms of (2) and (3) have the ratio of arrival to departure

[(N+1)/N] e^{−(E+Ω−μ)/kT} = e^{−(E−μ)/kT}.

The E− terms give the same ratio, because there N/(N+1) compensates the factor e^{Ω/kT}. So −iΣ^< and iΣ^> stand in the ratio f/(1−f), as in the leads, and the trial form is consistent. Each lead current is then f(1−f)Tr[Γ_α A] minus itself, which is zero at every energy.

Charge conservation needs no thermal N. With N = 0.9 in both (2) and (3), the terminal currents are 6.787 and −6.787 μA. Matching protects charge; the thermal ratio of the weights protects equilibrium.

**6. Corollary: conservation inside the device**

*If each phonon couples to the density of one site, the bond current is uniform along the chain.*

*Proof.* The phonon self-energies are now diagonal, so the diagonal element of their part of C contains ordinary numbers:

C_ii = (Σ_ii^R − Σ_ii^A)G^<_ii − Σ_ii^<(G^R_ii − G^A_ii) = Σ_ii^> G^<_ii − Σ_ii^< G^>_ii.

Here Σ_ii^≷ contains G^≷_ii alone, and the pairing of section 4 applies at that site: ∫C_ii dE = 0. In (7) the commutator then balances by itself at every interior site. Written out, it is a sum of bond currents

J_{i→j} = (2e/h) ∫dE [H_ij G^<_ji − H_ji G^<_ij],

so the flow into each interior site equals the flow out. At an end site the lead supplies the difference. ∎

All four bond currents in the example are 7.3505 μA, equal to I_L.

*A phonon that modulates a hopping.* Let one mode have M_23 = M_32 = 0.02 eV and no other elements. The theorem still applies, and the terminal currents are ±7.4694 μA. The phonon part of C now has diagonal elements at sites 2 and 3 alone, and their integrals are equal and opposite because the total trace integrates to zero. They represent electrons carried across the link by V itself, which J omits. The bare current is 7.4958 μA on that link and 7.4694 μA on the others. By continuity the phonon-assisted part is 7.4694 − 7.4958 = −0.0264 μA, here directed against the main flow. A non-uniform bare bond current is thus no proof of lost charge.

**7. Proposition: the error from unmatched weights**

*Let (2) have absorption and emission weights a^<, b^<, and (3) have a^>, b^>. If (c) is kept by building Σ^R from these same functions, then*

I_L + I_R = (2e/h)[(a^> − a^<)R_up + (b^> − b^<)R_down].  (9)

*Proof.* Lemma 2 holds unchanged. In section 4 the terms become a^< R_up, b^< R_down, −a^> R_up and −b^> R_down. Their sum gives I_ph, and (5) reverses the sign. ∎

The rates in (9) belong to the unmatched solution. When one weight is wrong and its rate is nonzero, the error has a definite sign. With two wrong weights the terms can cancel by accident, so a mismatch violates conservation in general but not by necessity.

*Missing spontaneous emission.* Take a^< = a^> = N, b^< = N and b^> = N+1. Then I_L + I_R = (2e/h)R_down: electrons leave their states by spontaneous emission and never arrive. This is the opening case,

8.1409 − 6.7555 = 1.3854 μA,

and R_down of that solution gives 1.3854 μA independently. With both potentials at −0.20 eV the fault still draws 0.156 μA in from each lead, at zero bias.

*Two phonon temperatures.* Use N at 300 K in (2) and N′ = 0.1380 at 330 K in (3). Both differences equal N′ − N = 0.0291, so the loss is 0.0291(R_up + R_down). The matched rates would predict 0.0291 × 4.4075 = 0.128 μA, and the computed loss is 0.128 μA. In this example a 10 per cent temperature mismatch costs 1.7 per cent of the matched current.

**8. Mismatch through the Green functions**

*Missing Pauli blocking.* Suppose G^> is replaced by G^> − G^< = −i(p + n) inside (3), so that electrons may scatter into filled states, while (2) is left alone. The added self-energy is

δΣ^>(E) = −Σ_q M_q[N G^<(E+) + (N+1)G^<(E−)]M_q.

The remaining terms cancel as before, so I_ph = −(2e/h)∫dE Tr[δΣ^> G^<]. The two minus signs combine to plus, and G^<G^< contributes i² = −1. Shifting E in the second term and rotating the trace makes both integrals equal, whence

I_L + I_R = (2e/h)(2N+1) Σ_q ∫dE Tr[M_q n(E+) M_q n(E)].  (10)

The computed currents are 10.208 and −4.727 μA. The loss of 5.481 μA, 54 per cent of I_L, agrees with (10). The loss is quadratic in density, whereas the current of a dilute channel is linear in it, so at fixed nonzero bias their ratio tends to zero in the dilute limit, though it need not fall steadily on the way there. With potentials of −0.60 and −0.80 eV, below the band edge at −0.50 eV, it is 2.5 per cent. Neglect of blocking in (3) alone is thus a low-density approximation: at fixed nonzero bias the charge imbalance it causes becomes negligible relative to the current as the channel empties. The smaller the bias, the lower the density required; at zero bias the true current vanishes and the spurious inflow is all that remains.

*Unfinished iteration.* Correct weights do not suffice if Σ is built from G_old and then used to produce G_new. Let δG = G_new − G_old. The theorem's pairing cancels the part with G_old in both places, so

I_ph = (2e/h) ∫dE Tr[Σ^<[G_old] δG^> − Σ^>[G_old] δG^<].  (11)

The error is linear in δG and disappears at self-consistency. In the one-shot Born approximation G_old is the phonon-free function. For coupling strength g, both Σ and δG are then of order g², so the imbalance starts at order g⁴ when the phonon-free functions are bounded, as in this device. Where the local density of states diverges, as at the band edges of a uniform chain, the product of Σ and δG has a logarithmically divergent integral and the leading term becomes g⁴ ln(1/g). At g = 0.004 eV, halving g² reduces it by a factor 3.99, close to the expected 4. If the current itself is expanded strictly to order g², the phonon term contains phonon-free functions in both places and cancels: that expansion conserves charge.

At the full coupling of 0.030 eV the one-shot result has I_L + I_R = −0.0570 μA, which is 0.8 per cent of the converged current. The negative sign means that more charge leaves than enters. The imbalance is −0.0064 μA after two iterations, −4.9×10⁻⁵ μA after five and −2.6×10⁻⁷ μA after eight. When the iteration stops, after fifteen steps, its magnitude is 3×10⁻¹³ of I_L.

**9. What conservation does not establish**

The theorem concerns the consistency of an approximation, not its accuracy. Crossed phonon processes are absent, N is prescribed rather than heated by the power in (8), and a wrong but matched N conserves charge equally well. In this model, with H (including any static lattice shift) held fixed, scattering lowers the current through the level from 7.763 to 7.351 μA. Charge balance shows that this change is not caused by lost electrons; it does not measure the error of the Born approximation itself. The remaining values are in the numerical output.

Table of computed values

```
chain and lead hopping: 0.25 eV; weak links: 0.08 eV
resonant level: -0.15 eV; other sites: 0 eV
chemical potentials L, R: -0.10, -0.30 eV
phonon energy: 0.060 eV; local coupling: 0.030 eV
temperature: 300 K; kT: 0.02585 eV; occupation N: 0.10887
energy step: 0.002 eV; grid points: 760
prefactor 2e^2/h: 77.4809 uA/V
ballistic uniform-chain current: 15.4953 uA
coherent current through the level: 7.7625 uA
SCBA I_L: 7.350514 uA
SCBA I_R: -7.350514 uA
SCBA |I_L+I_R|/I_L: 3.1e-13
SCBA bond currents: 7.350514 7.350514 7.350514 7.350514 uA
SCBA iterations: 15
integral of |i_L(E)+i_R(E)|: 1.1658 uA
R_up, R_down (times 2e/h): 3.1120, 1.2955 uA
absorption rate N*R_up: 0.3388 uA
emission rate (N+1)*R_down: 1.4365 uA
power to phonons, from terminals: 0.065861 uW
power to phonons, from rates: 0.065861 uW
coarse-grid (0.004 eV) SCBA I_L: 7.3505 uA
non-thermal N=0.9: I_L, I_R: 6.7867, -6.7867 uA
I_L+I_R after iteration 1: -5.701e-02 uA
I_L+I_R after iteration 2: -6.350e-03 uA
I_L+I_R after iteration 3: -1.476e-03 uA
I_L+I_R after iteration 5: -4.910e-05 uA
I_L+I_R after iteration 8: -2.563e-07 uA
one-shot error ratio on halving coupling^2: 3.9878
hopping phonon (coupling 0.02 eV): I_L, I_R: 7.4694, -7.4694 uA
hopping phonon, bare bond currents: 7.4694 7.4958 7.4694 7.4694 uA
no spontaneous in-scattering: I_L, I_R: 8.1409, -6.7555 uA
  loss I_L+I_R: 1.385374 uA
  loss from R_down: 1.385374 uA
same fault, both potentials -0.20 eV: I_L, I_R: 0.1557, 0.1557 uA
greater part at 330 K: N: 0.13798; loss: 0.127955 uA
  loss from (N'-N)(R_up+R_down): 0.127955 uA
no Pauli blocking: I_L, I_R: 10.2083, -4.7269 uA
  loss I_L+I_R: 5.481393 uA
  loss from density product: 5.481393 uA
  loss/I_L: 0.5370
  loss/I_L at potentials -0.60, -0.80 eV: 2.457e-02
```
